\section*{Sign change of thermal expansion in a two-mode Einstein crystal}

\section{Problem}

A crystal has two kinds of vibration, present in equal numbers. All modes of the first kind have the Einstein temperature $\theta_1=200$ K, and all modes of the second kind have $\theta_2=700$ K. Here $\theta_i=\hbar\omega_i/k$, where $\omega_i$ is the angular frequency and $k$ is Boltzmann's constant. The frequencies depend on the volume per atom $v$ through the Grüneisen parameters
\begin{equation}
\gamma_i=-\frac{d\ln\omega_i}{d\ln v},\qquad \gamma_1=-1,\quad \gamma_2=2,
\end{equation}
which are constants. Compression therefore softens the low mode and stiffens the high one.

Show that at zero pressure the volume expansion coefficient
\begin{equation}
\alpha_V=\frac1v\left(\frac{\partial v}{\partial T}\right)_P
\end{equation}
is negative at low temperature, changes sign once, near 223 K, and is positive above. Then find how far a silicon-like chip contracts on warming before it begins to expand.

The treatment is quasi-harmonic: at each fixed volume the vibrations are independent harmonic oscillators, and temperature affects their frequencies only by changing the volume. The crystal is free of external stress and mechanically stable, so its isothermal bulk modulus $B_T=-v(\partial P/\partial v)_T$ is positive. The values 200 K and 700 K are taken to hold at the actual volume; the effect of this choice is calculated below.

\section{First estimate by scaling}

A mode pushes the crystal towards the volume at which its own frequency is lower. The low mode thus favours contraction and the high mode expansion. On heating, each push grows in proportion to $\gamma_i$ times the heat capacity of the mode, a statement derived in the next section. The two pushes balance when
\begin{equation}
C_1=2C_2 .
\label{eq:balance}
\end{equation}

The heat capacity of an oscillator depends on temperature through $\theta/T$ alone and rises from zero to the classical value $k$. Since $\theta_1$ is much smaller than $\theta_2$, a first estimate treats the low mode as classical, $C_1\approx k$. The high mode must then have half its classical heat capacity. This happens at a fixed value of $\theta_2/T$, so the estimate has the form $T_0\approx\theta_2/x_*$ with a pure number $x_*$.

To find this number, use the oscillator result $C/k=(u/\sinh u)^2$ with $u=\theta/2T$, also derived below. Setting it to one half gives $\sinh u/u=\sqrt2$. The series of the hyperbolic sine turns this into
\begin{equation}
1+\frac{u^2}{6}+\frac{u^4}{120}+\frac{u^6}{5040}+\dots=1.4142 .
\end{equation}
Without the $u^6$ term this is a quadratic equation for $u^2$:
\begin{equation}
u^2=60\left(-\frac16+\sqrt{\frac1{36}+\frac{4(0.4142)}{120}}\right)\approx2.235,
\end{equation}
so $u\approx1.495$. The omitted term is about $0.0022$ there. The slope of the left side is $u/3+u^3/30\approx0.61$, so the term lowers $u$ by $0.0022/0.61\approx0.004$, to $1.491$. Hence $x_*=2u\approx2.98$ and
\begin{equation}
T_0\approx\frac{700\ \mathrm K}{2.98}\approx235\ \mathrm K .
\end{equation}

The estimate errs on the high side. Because $\sinh u>u$, the low mode has $C_1<k$ at any finite temperature, so the high mode needs less than half its classical heat capacity to balance it. It reaches that smaller value at a lower temperature.

\section{Exact solution within the model}

\subsection{Heat capacity of one mode}

An oscillator has levels $k\theta(n+\tfrac12)$ with $n=0,1,2,\dots$. Its partition function is a geometric series,
\begin{equation}
Z=\sum_{n=0}^{\infty}e^{-\theta(n+1/2)/T}=\frac{e^{-\theta/2T}}{1-e^{-\theta/T}},
\end{equation}
and its free energy $-kT\ln Z$ is
\begin{equation}
f(\theta,T)=\frac{k\theta}{2}+kT\ln\left(1-e^{-\theta/T}\right).
\label{eq:f}
\end{equation}
The mean energy is
\begin{equation}
U=k\theta\left(\frac12+\bar n\right),\qquad \bar n=\frac1{e^{\theta/T}-1}.
\end{equation}
Write $x=\theta/T$. At fixed $\theta$, $dx/dT=-\theta/T^2$ and $d\bar n/dx=-e^x/(e^x-1)^2$. The two minus signs cancel, and
\begin{equation}
C=\frac{dU}{dT}=k\,x^2\frac{e^x}{(e^x-1)^2}.
\end{equation}
With $e^x-1=2e^{x/2}\sinh(x/2)$ the exponentials cancel:
\begin{equation}
C=kE,\qquad E=\left(\frac{u}{\sinh u}\right)^2,\qquad u=\frac{\theta}{2T}.
\label{eq:E}
\end{equation}

\subsection{From free energy to expansion}

Let there be $g$ modes of each kind per atom, and let $\Phi(v)$ be the energy per atom of the static lattice. The free energy per atom is
\begin{equation}
F(v,T)=\Phi(v)+g\sum_{i=1}^{2}f(\theta_i(v),T).
\label{eq:F}
\end{equation}
Differentiating (\ref{eq:f}) with respect to $\theta$ gives
\begin{equation}
\frac{\partial f}{\partial\theta}=\frac k2+kT\,\frac{e^{-\theta/T}/T}{1-e^{-\theta/T}}
=k\left(\frac12+\bar n\right)=\frac{U}{\theta}.
\end{equation}
The definition of $\gamma_i$ gives $d\theta_i/dv=-\gamma_i\theta_i/v$. The pressure is therefore
\begin{equation}
P=-\left(\frac{\partial F}{\partial v}\right)_T=-\Phi'(v)+\frac gv\sum_i\gamma_iU_i .
\label{eq:P}
\end{equation}
At fixed volume the static term, $\theta_i$ and $\gamma_i$ do not depend on temperature, so
\begin{equation}
\left(\frac{\partial P}{\partial T}\right)_v=\frac gv\sum_i\gamma_iC_i .
\end{equation}
When the crystal is heated at constant pressure,
\begin{equation}
0=dP=\left(\frac{\partial P}{\partial T}\right)_v dT-\frac{B_T}{v}\,dv .
\end{equation}
Solving for $dv/(v\,dT)$ yields
\begin{equation}
\alpha_V=\frac{1}{B_T}\left(\frac{\partial P}{\partial T}\right)_v
=\frac{gk}{vB_T}\,S(T),\qquad S=-E_1+2E_2 .
\label{eq:alpha}
\end{equation}
The prefactor is positive, so the sign of the expansion is the sign of $S$. Neither the bulk modulus nor the number of modes affects the crossing temperature once the $\theta_i$ are given. The condition $S=0$ is equation (\ref{eq:balance}).

\subsection{There is one crossing}

Consider the ratio $R=E_2/E_1$, in terms of which $S=E_1(2R-1)$. From (\ref{eq:E}), $\ln E=2\ln u-2\ln\sinh u$. Since $u\propto1/T$, $du/d\ln T=-u$, and
\begin{equation}
s\equiv\frac{d\ln E}{d\ln T}=-u\left(\frac2u-2\coth u\right)=2(u\coth u-1).
\label{eq:slope}
\end{equation}
This slope increases with $u$, because
\begin{equation}
\frac{d}{du}(u\coth u)=\coth u-\frac{u}{\sinh^2u}
=\frac{\tfrac12\sinh2u-u}{\sinh^2u}>0 .
\end{equation}
At every temperature $u_2>u_1$, so $s_2>s_1$ and $R$ rises steadily with temperature.

Its limits follow from (\ref{eq:E}). For $T\to0$, $\sinh u\approx e^u/2$ and
\begin{equation}
R\approx\left(\frac{\theta_2}{\theta_1}\right)^2e^{-(\theta_2-\theta_1)/T}\to0 .
\end{equation}
For $T\to\infty$ both $E_i$ tend to 1 and so does $R$. Hence $R$ passes the value $\tfrac12$ once. Below that temperature $S<0$ and the crystal contracts on heating; above it $S>0$ and the crystal expands.

The same argument covers other parameters with $\gamma_1<0<\gamma_2$ and $\theta_1<\theta_2$. The crossing then lies at $R=|\gamma_1|/\gamma_2$, which requires $\gamma_2>|\gamma_1|$. With equal numbers of modes and $\gamma_2=1$, for instance, $S=E_2-E_1$ would stay negative at all finite temperatures.

\subsection{Locating the crossing}

Insert $u_1=100\ \mathrm K/T$ and $u_2=350\ \mathrm K/T$ into $E_1=2E_2$. The positive square root is $u_1/\sinh u_1=\sqrt2\,u_2/\sinh u_2$, or
\begin{equation}
\frac{\sinh(350\ \mathrm K/T_0)}{\sinh(100\ \mathrm K/T_0)}=3.5\sqrt2 .
\label{eq:root}
\end{equation}
Two temperatures suffice to bracket the root. At 223 K, $u_1=0.4484$ and $u_2=1.5695$, which give
\begin{equation}
E_1=0.9356,\quad E_2=0.4665,\quad S=-0.0027 .
\end{equation}
At 224 K the values are
\begin{equation}
E_1=0.9361,\quad E_2=0.4694,\quad S=+0.0027 .
\end{equation}
The sign changes between them, and since the two values of $S$ are equal in size, linear interpolation puts the zero halfway. Numerical root finding gives the same result,
\begin{equation}
T_0=223.5\ \mathrm K .
\end{equation}
This is the required crossing near 223 K. The fourth digit belongs to the round parameters of the problem and has no meaning for a real crystal.

\section{Comparison of the two results}

The scaling estimate of 235 K is about 5 per cent above the exact root. The difference can be traced to the one approximation made, $E_1=1$. At the crossing $E_1$ is about 0.936, so $\ln E_1\approx-0.066$. Between the estimate and the exact root, $E_2$ must fall by the same factor. Its logarithmic slope there, from (\ref{eq:slope}), is $s_2=1.418$. To first order,
\begin{equation}
\frac{\delta T}{T_0}\approx\frac{-0.066}{1.418}\approx-0.047,\qquad \delta T\approx-10\ \mathrm K,
\end{equation}
which accounts for nearly all of the 11 K difference. The low mode is nearly classical, but the remaining 6 per cent deficit matters because the high mode has to match it.

A different estimate expands both modes about the classical limit. From $\sinh u/u\approx1+u^2/6$ one finds $E\approx1-u^2/3=1-\theta^2/12T^2$. Then
\begin{equation}
S\approx1+\frac{\theta_1^2-2\theta_2^2}{12T^2}=0
\quad\Rightarrow\quad
T=\sqrt{\frac{2\theta_2^2-\theta_1^2}{12}}\approx280\ \mathrm K .
\end{equation}
This is 25 per cent too high. At the true crossing $\theta_2/T_0=3.13$, so the supposedly small correction $\theta_2^2/12T_0^2$ is about 0.82. The expansion is sound for the low mode and fails for the high one. The first estimate works better because it keeps the full quantum heat capacity of the high mode.

\section{A silicon-like chip}

\subsection{Expansion coefficient}

Take a cubic crystal with a static bulk modulus $B=100$ GPa, $v=0.020$ nm$^3$ per atom and $g=1.5$, which gives three modes per atom in all. The modulus and volume are rough values for silicon. With $B_T$ replaced by $B$ and $v$ held fixed,
\begin{equation}
\frac{Bv}{k}=\frac{(10^{11}\ \mathrm{Pa})(2.0\times10^{-29}\ \mathrm{m^3})}{k}=1.449\times10^5\ \mathrm K,
\end{equation}
and the prefactor in (\ref{eq:alpha}) is $1.5/(1.449\times10^5\ \mathrm K)=10.35$ ppm/K. In a cubic crystal the linear coefficient is $\alpha_L=\alpha_V/3$. At 300 K, $E_1=0.9638$ and $E_2=0.6474$, so $S=0.331$ and
\begin{equation}
\alpha_L=\frac{10.35\times0.331}{3}\ \mathrm{ppm/K}=1.14\ \mathrm{ppm/K}.
\end{equation}
The same formula gives $-1.96$ ppm/K at 77 K, $-1.54$ ppm/K at 150 K and $+2.00$ ppm/K at 400 K. In the classical limit $S\to1$ and $\alpha_L$ approaches $10.35/3\approx3.5$ ppm/K.

Minimizing the full free energy (\ref{eq:F}) numerically shows what the fixed modulus and volume cost. For this purpose $\Phi$ is chosen so that the zero-temperature equilibrium volume is $v_0=0.020$ nm$^3$, with a static energy quadratic in $v/v_0-1$ apart from the linear term that cancels the zero-point pressure. The values 200 K and 700 K are assigned to $v_0$. The result at 300 K is 1.12 ppm/K, about 2 per cent lower.

\subsection{Contraction and recovery}

The crossing of $\alpha_V$ through zero is a minimum of the volume. To find its depth, integrate (\ref{eq:alpha}) from zero temperature. Since $C_i$ is the temperature derivative of $k\theta_i\bar n_i$ at fixed $\theta_i$, and $\bar n_i$ vanishes at $T=0$, the volume strain is
\begin{equation}
\varepsilon(T)=\frac{gk}{Bv}\sum_i\gamma_i\theta_i\bar n_i
=\frac{gk}{Bv}\left(-\frac{\theta_1}{e^{\theta_1/T}-1}+\frac{2\theta_2}{e^{\theta_2/T}-1}\right).
\label{eq:strain}
\end{equation}
At $T_0$ the two terms in the bracket are $-138.2$ K and $+63.9$ K. Their sum, $-74.3$ K, multiplied by 10.35 ppm/K, gives $\varepsilon\approx-770$ ppm. The full minimization gives $-757$ ppm. The last digit depends on the form of $\Phi$: the quadratic energy has $dB/dP=-1$, and a Murnaghan form with $dB/dP\approx4$, typical of silicon, gives $-755$ ppm. A third of this is the linear strain, about $-252$ ppm, so a free chip 10 mm long is shorter at the minimum than at 0 K by
\begin{equation}
10\ \mathrm{mm}\times252\times10^{-6}\approx2.5\ \mu\mathrm m .
\end{equation}

The chip does not regain its original length at $T_0$; it only begins to grow there. The return requires the bracket in (\ref{eq:strain}) to vanish, which numerical solution places at 423 K. This temperature needs no assumption of constant modulus. At $v=v_0$ the static and zero-point pressures cancel by construction, and equation (\ref{eq:P}) then demands $\sum_i\gamma_i\theta_i\bar n_i=0$ for zero pressure. Between about 224 K and 423 K the model crystal therefore has a positive expansion coefficient and yet a smaller volume than at 0 K.

\subsection{How firm is the crossing temperature?}

Small changes in the parameters can be followed through the logarithm of the balance condition, $\ln E_1-\ln E_2=\ln(\gamma_2/|\gamma_1|)$. Each $E_i$ depends on $T/\theta_i$, so $\delta\ln E_i=s_i(\delta\ln T-\delta\ln\theta_i)$. Collecting the terms in $\delta\ln T$, with $\gamma_1$ held fixed,
\begin{equation}
\delta\ln T_0=\frac{s_2\,\delta\ln\theta_2-s_1\,\delta\ln\theta_1-\delta\ln\gamma_2}{s_2-s_1},
\label{eq:sens}
\end{equation}
where $s_1=0.132$, $s_2=1.418$ and $s_2-s_1=1.286$.

First, suppose that 200 K and 700 K belong to the volume at 0 K. The contraction then changes them by $\delta\ln\theta_i=-\gamma_i\varepsilon$: the low one falls by 0.08 per cent and the high one rises by 0.15 per cent. Equation (\ref{eq:sens}) gives a shift of $+0.4$ K, and full minimization agrees, with a crossing at 223.9 K.

Second, the constant $\theta_2$ might be 1 per cent lower than assumed, with $\gamma_2$ unchanged. The formula predicts $-1.1$ per cent, or $-2.5$ K; solving the balance condition again gives 221 K. This does not fully describe an explicit anharmonic shift, one present even at fixed volume. Such a shift itself varies with temperature and volume, which adds terms to the balance condition that can move the crossing by a comparable or larger amount.

Third, $\gamma_2$ might be in error by 10 per cent. Changing it to 1.8 moves the crossing to 244 K, and changing it to 2.2 moves it to 208 K, with everything else fixed. The linear formula gives $\pm17$ K; the actual shifts, $+21$ K and $-15$ K, show the curvature it omits.

A larger effect than these comes from a spread of the high modes. Moving half of them to 450 K, with their Grüneisen parameter kept at 2, lowers the crossing to 175 K. Modes at 450 K are excited earlier, so the positive push sets in at a lower temperature.

A spread of the low modes acts differently. Replace them by a Debye spectrum, with density proportional to $\theta^2$ up to a cutoff $\theta_D$. Its mean square is $3\theta_D^2/5$, and equating this to $\theta_1^2$ gives $\theta_D=\theta_1\sqrt{5/3}=258$ K. The crossing moves by only 0.1 K. The reason is the expansion $E\approx1-\theta^2/12T^2$, which is good for the low modes near $T_0$ and contains only the matched mean square. At 20 K the expansion fails: $E_1$ is 0.0045 for the single frequency but 0.036 for the Debye spectrum, eight times more. The two-mode model can thus locate the crossing while giving a poor account of the coefficient at very low temperature.

\subsection{Beside real silicon}

The model resembles undoped silicon in one respect: the transverse acoustic modes, over much of their range, soften under compression, while most other modes stiffen. These are two branches out of six. Giving them weight 1 and the other four weight 2 with $\gamma=1$ produces the same combination $-E_1+2E_2$, hence the same crossing, so the large value $\gamma_2=2$ partly stands in for the unequal numbers. The prefactor does not carry over: with one low and two high modes per atom it is $k/Bv$ instead of $1.5k/Bv$, so every coefficient and strain above shrinks by a third, to 0.76 ppm/K at 300 K and a contraction of 1.7 $\mu$m. The magnitudes are less faithful. The expansion coefficient of real silicon changes from negative to positive at roughly 120 K, its most negative linear coefficient is roughly $-0.5$ ppm/K, and its room-temperature value is roughly 2.6 ppm/K. The model contracts too strongly and for too long. One assumption that fails is a single high frequency: the longitudinal acoustic modes, one branch of the other four, lie mostly between the two groups. The 450 K substitution shows the direction of their effect, but it moves half of the high modes, twice the share of that branch. Moving only a quarter lowers the crossing to about 200 K, which covers a small part of the gap to 120 K. The crossing is also very sensitive to the single value $\gamma_1=-1$ given to all transverse acoustic modes: in the two-mode model $\gamma_1=-0.5$ puts it at 152 K and $\gamma_1=-0.3$ at 127 K. A quantitative account needs the actual distribution of frequencies and Grüneisen parameters, which two modes cannot represent. The calculated 2.5 $\mu$m contraction is therefore a property of the model chip and should not be used as a dimensional allowance for a silicon device.
